# Anharmonic constants and Fermi denominators of a linear triatomic molecule: a program that tests the result

```python
"""Anharmonic constants of a linear triatomic molecule.

Result under test: to second order (cubic terms squared, quartic terms and
B*(pi_x^2+pi_y^2) once) the vibrational energy in cm^-1 is
  sum w_s N_s + w2 V + x11 N1^2 + x33 N3^2 + x13 N1 N3
  + x12 N1 V + x23 N3 V + x22 V^2 + g22 l^2 + constant,
N_s = v_s+1/2 (stretches 1 and 3), V = v2+1 (degenerate bend), with the
closed formulas in 'closed_constants'.  The rotational energy is
B[J(J+1)-l^2], so -B l^2 is not in g22.  phi[(a,b,c)] is the derivative of
the potential a times in q1, b times in q3, c times in one bend coordinate.
Delta = 2 w2 - w1 is the Fermi denominator; starred constants omit it.
The constants are tested against those extracted from diagonalization of the
explicit Hamiltonian at small coupling.
"""
import numpy as np
import mpmath as mp
from math import factorial, pi, sqrt
from scipy import constants as sc

# ---------- model molecule A-B-C: round parameters ----------
mass = np.array([14.0, 14.0, 16.0])       # u
R1, R2 = 1.1, 1.2                         # angstrom
k1, k2, k12 = 18.0, 12.0, 1.0             # aJ/angstrom^2
morse = 2.5                               # 1/angstrom, both bonds
kbend = 0.76                              # aJ/rad^2
amu = sc.physical_constants["atomic mass constant"][0]
wave = 2 * pi * sc.c * 100                # rad/s per cm^-1
aJ = 1e-18 / (sc.h * sc.c * 100)          # cm^-1 per aJ

# ---------- normal modes, rotational constant, Coriolis constants ----------
root_m = np.sqrt(mass)
z0 = np.array([-R1, 0.0, R2])
z0 = z0 - mass @ z0 / mass.sum()
bond = np.array([[-1.0, 1.0, 0.0], [0.0, -1.0, 1.0]])
hess = bond.T @ np.array([[k1, k12], [k12, k2]]) @ bond
lam_s, vec_s = np.linalg.eigh(hess / np.outer(root_m, root_m))
L1, L3 = vec_s[:, 1], vec_s[:, 2]
L2 = np.cross(root_m, root_m * z0)
L2 = L2 / np.linalg.norm(L2)
angle_row = np.array([1 / R1, -1 / R1 - 1 / R2, 1 / R2])
lam_2 = kbend * (angle_row @ (L2 / root_m)) ** 2


def wavenumber(lam):
    return sqrt(lam * 100 / amu) / wave


w1, w3, w2 = wavenumber(lam_s[1]), wavenumber(lam_s[2]), wavenumber(lam_2)
inertia = float(mass @ z0**2)
B = sc.hbar / (2 * inertia * amu * 1e-20) / wave
zeta1, zeta3 = float(L1 @ L2), float(L3 @ L2)
assert abs(zeta1**2 + zeta3**2 - 1) < 1e-12

# angular momentum from Cartesian vectors against the normal-mode expression
rng = np.random.default_rng(3)
for _ in range(5):
    qa, qb, qc, pa, pb, pc = rng.normal(size=6)      # modes 1, 3, 2
    zpos = z0 + (L1 * qa / sqrt(w1) + L3 * qb / sqrt(w3)) / root_m
    xpos = L2 * qc / sqrt(w2) / root_m
    pz = root_m * (L1 * pa * sqrt(w1) + L3 * pb * sqrt(w3))
    px = root_m * L2 * pc * sqrt(w2)
    direct = np.sum(zpos * px - xpos * pz)
    modes = (zeta1 * (sqrt(w2 / w1) * qa * pc - sqrt(w1 / w2) * pa * qc)
             + zeta3 * (sqrt(w2 / w3) * qb * pc - sqrt(w3 / w2) * pb * qc))
    assert abs(direct - modes) < 1e-9 * (1 + np.abs(zpos * px).sum())


# ---------- force constants in dimensionless normal coordinates ----------
def amplitude(w):
    return sqrt(sc.hbar / (wave * w) / amu) * 1e10   # angstrom * sqrt(u)


c1 = [mp.mpf(float(t)) for t in L1 * amplitude(w1) / root_m]
c3 = [mp.mpf(float(t)) for t in L3 * amplitude(w3) / root_m]
c2 = [mp.mpf(float(t)) for t in L2 * amplitude(w2) / root_m]


def potential(q1, q3, q2):
    dz = [c1[i] * q1 + c3[i] * q3 for i in range(3)]
    dx = [c2[i] * q2 for i in range(3)]
    uz, ux = R1 + dz[1] - dz[0], dx[1] - dx[0]
    tz, tx = R2 + dz[2] - dz[1], dx[2] - dx[1]
    ra, rb = mp.sqrt(uz**2 + ux**2), mp.sqrt(tz**2 + tx**2)
    da, db = ra - R1, rb - R2
    energy = k1 / (2 * morse**2) * (1 - mp.exp(-morse * da)) ** 2
    energy += k2 / (2 * morse**2) * (1 - mp.exp(-morse * db)) ** 2
    energy += k12 * da * db
    energy += kbend * (1 - (uz * tz + ux * tx) / (ra * rb))
    return energy * aJ


def derivative(a, b, c):
    return float(mp.diff(potential, (0, 0, 0), (a, b, c)))


for order, expected in (((2, 0, 0), w1), ((0, 2, 0), w3), ((0, 0, 2), w2),
                        ((1, 1, 0), 0.0)):
    assert abs(derivative(*order) - expected) < 1e-6
phi = {}
for total in (3, 4):
    for c in (0, 2, 4):
        for a in range(total - c + 1):
            phi[(a, total - c - a, c)] = derivative(a, total - c - a, c)

Delta = 2 * w2 - w1
names = ["x11", "x33", "x22", "x13", "x12", "x23", "g22"]


# ---------- derived formulas ----------
def closed_constants(remove_fermi=False):
    f = phi
    f1, f3 = f[(1, 0, 2)], f[(0, 1, 2)]
    x11 = (f[(4, 0, 0)] / 16 - 5 * f[(3, 0, 0)]**2 / (48 * w1)
           - f[(2, 1, 0)]**2 * (8*w1**2 - 3*w3**2)
           / (16 * w3 * (4*w1**2 - w3**2)))
    x33 = (f[(0, 4, 0)] / 16 - 5 * f[(0, 3, 0)]**2 / (48 * w3)
           - f[(1, 2, 0)]**2 * (8*w3**2 - 3*w1**2)
           / (16 * w1 * (4*w3**2 - w1**2)))
    x13 = (f[(2, 2, 0)] / 4
           - (f[(3, 0, 0)] * f[(1, 2, 0)] / w1
              + f[(2, 1, 0)] * f[(0, 3, 0)] / w3) / 4
           - f[(2, 1, 0)]**2 * w1 / (2 * (4*w1**2 - w3**2))
           - f[(1, 2, 0)]**2 * w3 / (2 * (4*w3**2 - w1**2)))
    x22, g22 = f[(0, 0, 4)] / 16, -f[(0, 0, 4)] / 48
    for fs, ws in ((f1, w1), (f3, w3)):
        gap = 4 * w2**2 - ws**2
        x22 -= fs**2 * (8*w2**2 - 3*ws**2) / (16 * ws * gap)
        g22 -= fs**2 * ws / (16 * gap)
    parts12 = [f[(2, 0, 2)] / 4,
               -(f[(3, 0, 0)] * f1 / w1 + f[(2, 1, 0)] * f3 / w3) / 4,
               -f1**2 * w2 / (2 * (4*w2**2 - w1**2)),
               B * zeta1**2 * (w2/w1 + w1/w2)]
    parts23 = [f[(0, 2, 2)] / 4,
               -(f[(1, 2, 0)] * f1 / w1 + f[(0, 3, 0)] * f3 / w3) / 4,
               -f3**2 * w2 / (2 * (4*w2**2 - w3**2)),
               B * zeta3**2 * (w2/w3 + w3/w2)]
    x12, x23 = sum(parts12), sum(parts23)
    if remove_fermi:
        x12 += f1**2 / (8 * Delta)
        x22 -= f1**2 / (32 * Delta)
        g22 += f1**2 / (32 * Delta)
    return np.array([x11, x33, x22, x13, x12, x23, g22]), parts12, parts23


# ---------- explicit Hamiltonian in an oscillator basis of fixed l ----------
def hamiltonian_parts(cutoff, l):
    n = cutoff + 5
    low = np.diag(np.sqrt(np.arange(1, n)), 1)
    q, p = (low + low.T) / sqrt(2), -1j * (low - low.T) / sqrt(2)
    one = np.eye(n)
    q1, q3 = np.kron(q, one), np.kron(one, q)
    p1, p3 = np.kron(p, one), np.kron(one, p)
    nb = (cutoff + l) // 2 + 5
    lowb = np.diag(np.sqrt(np.arange(1, nb)), 1)
    plus, minus = np.kron(lowb, np.eye(nb)), np.kron(np.eye(nb), lowb)
    cart = [(plus + minus) / sqrt(2), 1j * (plus - minus) / sqrt(2)]
    qs = [(a + a.conj().T) / sqrt(2) for a in cart]
    ps = [-1j * (a - a.conj().T) / sqrt(2) for a in cart]
    rho2 = sum(x @ x for x in qs)
    mom2 = sum(x @ x for x in ps)
    pq = sum(y @ x for x, y in zip(qs, ps))
    qp = sum(x @ y for x, y in zip(qs, ps))
    labels = np.array([(a, v, b) for v in range(l, cutoff + 1, 2)
                       for a in range(cutoff - v + 1)
                       for b in range(cutoff - v - a + 1)])
    v1, v2, v3 = labels.T
    si = v1 * n + v3
    bi = (v2 + l) // 2 * nb + (v2 - l) // 2

    def product(stretch, bend):
        return stretch[np.ix_(si, si)] * bend[np.ix_(bi, bi)]

    bend_power = {0: np.eye(nb * nb), 2: rho2, 4: rho2 @ rho2}
    power = np.linalg.matrix_power
    pieces = {3: 0, 4: 0}
    for (a, b, c), value in phi.items():
        coef = value / (factorial(a) * factorial(b) * factorial(c))
        pieces[a + b + c] = pieces[a + b + c] + coef * product(
            power(q1, a) @ power(q3, b), bend_power[c])
    sq = zeta1 * sqrt(w2/w1) * q1 + zeta3 * sqrt(w2/w3) * q3
    sp = zeta1 * sqrt(w1/w2) * p1 + zeta3 * sqrt(w3/w2) * p3
    coriolis = B * (product(sq @ sq, mom2) + product(sp @ sp, rho2)
                    - product(sq @ sp, pq) - product(sp @ sq, qp))
    second = pieces[4] + coriolis
    assert np.abs(second.imag).max() < 1e-8
    assert np.abs(pieces[3].imag).max() < 1e-8
    e0 = w1 * (v1 + 0.5) + w3 * (v3 + 0.5) + w2 * (v2 + 1)
    return labels, e0, pieces[3].real, second.real


def resonant_mask(labels):
    d = labels[:, None, :] - labels[None, :, :]
    down = (d[..., 0] == 1) & (d[..., 1] == -2) & (d[..., 2] == 0)
    return down | down.T


def extracted_constants(remove_fermi):
    """Second-order energies by diagonalization, then their coefficients."""
    rows, data = [], []
    step = 0.003
    for l in range(4):
        labels, e0, cubic, second = hamiltonian_parts(8, l)
        if remove_fermi:
            cubic = np.where(resonant_mask(labels), 0.0, cubic)
        chosen = [i for i, v in enumerate(labels) if v.sum() <= 3]
        slopes = []
        for s in (step, 2 * step):
            val, vec = np.linalg.eigh(np.diag(e0) + s*cubic + s*s*second)
            slopes.append(np.array([
                (val[np.argmax(np.abs(vec[i]))] - e0[i]) / s**2
                for i in chosen]))
        data.extend((4 * slopes[0] - slopes[1]) / 3)
        for i in chosen:
            a, v, b = labels[i]
            n1, n3, vv = a + 0.5, b + 0.5, v + 1
            rows.append([n1*n1, n3*n3, vv*vv, n1*n3, n1*vv, n3*vv, l*l, 1])
    rows, data = np.array(rows, float), np.array(data)
    coef = np.linalg.lstsq(rows, data, rcond=None)[0]
    return coef[:7], np.abs(rows @ coef - data).max(), len(data)


full, parts12, parts23 = closed_constants()
star, _, _ = closed_constants(True)
num_full, res_full, count = extracted_constants(False)
num_star, res_star, _ = extracted_constants(True)
# tolerance: rounding of eigenvalues divided by step^2, and sixth-order terms
assert res_full < 2e-3 and res_star < 2e-3
assert np.abs(num_full - full).max() < 2e-3
assert np.abs(num_star - star).max() < 2e-3

# resonant matrix elements against their closed form
for l in (0, 1, 2):
    labels, _, cubic, _ = hamiltonian_parts(8, l)
    for i, j in zip(*np.nonzero(resonant_mask(labels))):
        if labels[i, 0] > labels[j, 0]:
            v1, v2, _ = labels[i]
            size = abs(phi[(1, 0, 2)]) / (4 * sqrt(2)) * sqrt(
                v1 * ((v2 + 2)**2 - l*l))
            assert abs(abs(cubic[i, j]) - size) < 1e-8


# ---------- levels: perturbation theory, polyad, variational ----------
def term(v1, v2, v3, l, x):
    def g(a, v, b, m):
        n1, n3, vv = a + 0.5, b + 0.5, v + 1
        return (w1*n1 + w3*n3 + w2*vv + x @ np.array(
            [n1*n1, n3*n3, vv*vv, n1*n3, n1*vv, n3*vv, m*m]))
    return g(v1, v2, v3, l) - g(0, 0, 0, 0)


def variational(cutoff, l):
    _, e0, cubic, second = hamiltonian_parts(cutoff, l)
    return np.linalg.eigvalsh(np.diag(e0) + cubic + second)


W = abs(phi[(1, 0, 2)]) / (2 * sqrt(2))
bare = [term(1, 0, 0, 0, full), term(0, 2, 0, 0, full)]
dep = [term(1, 0, 0, 0, star), term(0, 2, 0, 0, star)]
polyad = np.linalg.eigvalsh(np.array([[dep[0], W], [W, dep[1]]]))
small, large = variational(14, 0), variational(18, 0)
pair = large[1:3] - large[0]
drift = np.abs(pair - (small[1:3] - small[0])).max()
assert drift < 0.1
split_bare, split_poly = abs(bare[1] - bare[0]), polyad[1] - polyad[0]
split_var = pair[1] - pair[0]
assert abs(split_poly - split_var) < abs(split_bare - split_var)
bend1 = variational(15, 1)[0] - large[0]
bend2 = variational(16, 2)[0] - large[0]
for v, value in ((1, bend1), (2, bend2)):
    assert abs(term(0, v, 0, v, full) - term(0, v, 0, v, star)) < 1e-8
    assert abs(term(0, v, 0, v, full) - value) < 5

# ---------- output ----------
print("masses A,B,C (u):", *mass)
print("bond lengths (angstrom):", R1, R2)
print("k1,k2,k12 (aJ/angstrom^2):", k1, k2, k12)
print("Morse a (1/angstrom), kbend (aJ/rad^2):", morse, kbend)
print(f"w1,w2,w3 (cm^-1): {w1:.2f} {w2:.2f} {w3:.2f}")
print(f"Delta=2w2-w1 (cm^-1): {Delta:.3f}")
print(f"2w2-w3, 2w1-w3, 2w3-w1 (cm^-1): {2*w2-w3:.1f} "
      f"{2*w1-w3:.1f} {2*w3-w1:.1f}")
print(f"B (cm^-1): {B:.5f}")
print(f"|zeta1|,|zeta3|: {abs(zeta1):.5f} {abs(zeta3):.5f}")
f = phi
print("cubic and quartic phi; overall signs of q1,q3 are arbitrary")
print(f"phi111,phi113 (cm^-1): {f[(3,0,0)]:.3f} {f[(2,1,0)]:.3f}")
print(f"phi133,phi333 (cm^-1): {f[(1,2,0)]:.3f} {f[(0,3,0)]:.3f}")
print(f"phi122,phi322 (cm^-1): {f[(1,0,2)]:.3f} {f[(0,1,2)]:.3f}")
print(f"phi1111,phi3333 (cm^-1): {f[(4,0,0)]:.3f} {f[(0,4,0)]:.3f}")
print(f"phi1133,phi2222 (cm^-1): {f[(2,2,0)]:.3f} {f[(0,0,4)]:.3f}")
print(f"phi1122,phi3322 (cm^-1): {f[(2,0,2)]:.3f} {f[(0,2,2)]:.3f}")
print("constant: formula, diagonalization, starred, starred diag. (cm^-1)")
for i, name in enumerate(names):
    print(f"{name}: {full[i]:.4f} {num_full[i]:.4f} "
          f"{star[i]:.4f} {num_star[i]:.4f}")
print(f"states used: {count}; largest residuals (cm^-1): "
      f"{res_full:.1e} {res_star:.1e}")
print("parts: quartic, mean-force, stretch-bend squared, Coriolis (cm^-1)")
print("x12 parts:", *[f"{t:.4f}" for t in parts12])
print("x23 parts:", *[f"{t:.4f}" for t in parts23])
fermi = f[(1, 0, 2)]**2 / Delta
print(f"Fermi parts of x12,x22,g22 (cm^-1): {-fermi/8:.4f} "
      f"{fermi/32:.4f} {-fermi/32:.4f}")
print(f"x22 quartic part (cm^-1): {f[(0,0,4)]/16:.4f}")
print(f"g22 quartic part (cm^-1): {-f[(0,0,4)]/48:.4f}")
print(f"x22+g22, plain and starred (cm^-1): {full[2]+full[6]:.4f} "
      f"{star[2]+star[6]:.4f}")
print(f"g22-B, plain and starred (cm^-1): {full[6]-B:.4f} {star[6]-B:.4f}")
print(f"W for (100)/(020) (cm^-1): {W:.3f}")
print("levels above the ground state, rotation omitted (cm^-1)")
print(f"plain (100),(020): {bare[0]:.2f} {bare[1]:.2f}")
print(f"starred (100),(020): {dep[0]:.2f} {dep[1]:.2f}")
print(f"polyad pair: {polyad[0]:.2f} {polyad[1]:.2f}")
print(f"variational pair: {pair[0]:.2f} {pair[1]:.2f}")
print(f"splittings plain, polyad, variational: {split_bare:.2f} "
      f"{split_poly:.2f} {split_var:.2f}")
print(f"variational change, 14 to 18 quanta: {drift:.1e}")
print(f"v2=1,l=1: formula {term(0,1,0,1,full):.2f}, "
      f"variational {bend1:.2f}")
print(f"v2=2,l=2: formula {term(0,2,0,2,full):.2f}, "
      f"variational {bend2:.2f}")
print("ALL CHECKS PASSED")
```

Output:

```
masses A,B,C (u): 14.0 14.0 16.0
bond lengths (angstrom): 1.1 1.2
k1,k2,k12 (aJ/angstrom^2): 18.0 12.0 1.0
Morse a (1/angstrom), kbend (aJ/rad^2): 2.5 0.76
w1,w2,w3 (cm^-1): 1296.68 641.77 2273.39
Delta=2w2-w1 (cm^-1): -13.148
2w2-w3, 2w1-w3, 2w3-w1 (cm^-1): -989.9 320.0 3250.1
B (cm^-1): 0.42514
|zeta1|,|zeta3|: 0.17233 0.98504
cubic and quartic phi; overall signs of q1,q3 are arbitrary
phi111,phi113 (cm^-1): -310.305 128.822
phi133,phi333 (cm^-1): -438.931 -403.894
phi122,phi322 (cm^-1): 173.861 116.161
phi1111,phi3333 (cm^-1): 65.411 180.082
phi1133,phi2222 (cm^-1): 70.871 85.583
phi1122,phi3322 (cm^-1): -49.531 -109.257
constant: formula, diagonalization, starred, starred diag. (cm^-1)
x11: -3.0453 -3.0451 -3.0453 -3.0453
x33: -13.9698 -13.9698 -13.9698 -13.9698
x22: -71.0606 -71.0605 0.7824 0.7824
x13: -21.2606 -21.2605 -21.2606 -21.2606
x12: 282.3126 282.3118 -5.0595 -5.0595
x23: -4.6344 -4.6343 -4.6344 -4.6344
g22: 70.9707 70.9707 -0.8723 -0.8723
states used: 24; largest residuals (cm^-1): 1.7e-03 1.1e-06
parts: quartic, mean-force, stretch-bend squared, Coriolis (cm^-1)
x12 parts: -12.3828 8.7559 285.9077 0.0318
x23 parts: -27.3143 19.8724 1.2298 1.5777
Fermi parts of x12,x22,g22 (cm^-1): 287.3721 -71.8430 71.8430
x22 quartic part (cm^-1): 5.3489
g22 quartic part (cm^-1): -1.7830
x22+g22, plain and starred (cm^-1): -0.0899 -0.0899
g22-B, plain and starred (cm^-1): 70.5455 -1.2975
W for (100)/(020) (cm^-1): 61.469
levels above the ground state, rotation omitted (cm^-1)
plain (100),(020): 1562.27 992.73
starred (100),(020): 1274.90 1280.10
polyad pair: 1215.98 1339.03
variational pair: 1216.90 1336.53
splittings plain, polyad, variational: 569.55 123.05 119.63
variational change, 14 to 18 quanta: 3.4e-06
v2=1,l=1: formula 638.40, variational 637.98
v2=2,l=2: formula 1276.61, variational 1275.39
ALL CHECKS PASSED
```
